\section*{Bounded backward Euler steps for trap occupancy in current collapse}

\section{The time-step decision}

A simulation of current collapse must choose a time step that serves two very different stages. Under off-state stress, traps in a power transistor may fill within tens of microseconds; afterwards they may need a fraction of a second to empty. If the step is chosen for the slow stage, an explicit update can report a trap that holds 24 electrons where there is room for one, and the channel electron density computed from it becomes negative. Backward Euler removes this failure at nearly the same cost per trap. It does not remove the need to ask whether the step is accurate.

Consider one trap level that holds at most one electron. Its occupancy \(f\) is the mean fraction of traps that are filled, so \(0\le f\le1\). Let \(a\) be the total filling rate of an empty trap and \(b\) the total emptying rate of a filled one. Then
\begin{equation}
\frac{df}{dt}=a(1-f)-bf .
\label{eq:rate}
\end{equation}
The first term counts empty traps being filled, the second filled traps being emptied. In general \(a\) contains electron capture and hole emission, and \(b\) contains electron emission and hole capture. The rates are called frozen when they are held constant during a step \(h>0\). They may change from one step to the next.

\section{The backward step and its bound}

Backward Euler evaluates the right-hand side at the unknown new occupancy \(f_1\):
\begin{equation}
f_1=f_0+h\left[a(1-f_1)-bf_1\right].
\end{equation}
Moving the terms in \(f_1\) to the left gives \(f_1(1+ha+hb)=f_0+ha\). With \(s=a+b\),
\begin{equation}
f_1=\frac{f_0+ha}{1+hs}.
\label{eq:be}
\end{equation}

Let \(a,b\ge0\) be finite and \(0\le f_0\le1\). The denominator is at least one and the numerator is nonnegative, so \(f_1\ge0\). For the upper bound, compute the empty fraction:
\begin{align}
1-f_1&=\frac{1+ha+hb-f_0-ha}{1+hs}\nonumber\\
&=\frac{(1-f_0)+hb}{1+hs}\ge0 .
\label{eq:empty}
\end{align}
Hence \(0\le f_1\le1\) for every positive \(h\). The new value is an admissible starting value for the next step, so by induction the bound holds for a whole run, even if the nonnegative rates jump between steps.

When \(s>0\), define the stationary occupancy \(f_\infty=a/s\). Equation~\eqref{eq:be} becomes
\begin{equation}
f_1=\frac{1}{1+hs}f_0+\frac{hs}{1+hs}f_\infty .
\end{equation}
The weights are positive and add to one. The step therefore moves towards the stationary value without passing it. For \(hs\to0\) the occupancy stays where it was; for \(hs\to\infty\) it goes to \(f_\infty\). If \(s=0\), both rates vanish and \eqref{eq:be} gives \(f_1=f_0\), with no special case in the code.

The sign condition matters. With \(ha=1\), \(hb=-0.5\) and \(f_0=1\), the same formula gives \(f_1=2/1.5=1.33\). A negative carrier density passed to the trap model by another part of a solver can thus destroy the bound.

\section{What the forward step requires}

Forward Euler uses the old occupancy on the right:
\begin{equation}
f_1=f_0+h[a(1-f_0)-bf_0]=(1-hs)f_0+ha .
\label{eq:fe}
\end{equation}
This is a straight-line function of \(f_0\), so the image of \([0,1]\) is the interval between the images of its endpoints. An empty trap goes to \(ha\), and a full trap goes to \(1-hb\). Both lie in \([0,1]\) if and only if \(ha\le1\) and \(hb\le1\), that is,
\begin{equation}
h\max(a,b)\le1 .
\label{eq:febound}
\end{equation}
This condition protects every starting value. A particular run may stay inside with a larger step if \(0<f_\infty<1\), \(hs<2\) and it starts close enough to \(f_\infty\).

Stability is a different condition. Subtracting \(f_\infty\) from \eqref{eq:fe} gives
\begin{equation}
f_1-f_\infty=(1-hs)(f_0-f_\infty).
\end{equation}
For \(s>0\), deviations decay if \(|1-hs|<1\), or \(hs<2\). For \(1<hs<2\) they decay while changing sign. Such a run can leave \([0,1]\) before it converges if \eqref{eq:febound} is violated.

The two methods are closely related. From \eqref{eq:be},
\begin{equation}
f_1-f_0=\frac{h[a(1-f_0)-bf_0]}{1+hs}.
\label{eq:increment}
\end{equation}
The backward increment is the forward increment divided by \(1+hs\). This division is what limits the move when \(hs\) is large.

\section{Accuracy}

For constant rates with \(s>0\), equation~\eqref{eq:rate} reads \(d(f-f_\infty)/dt=-s(f-f_\infty)\), so
\begin{equation}
f(t)=f_\infty+(f_0-f_\infty)e^{-st}.
\end{equation}
One backward step multiplies the deviation by \(1/(1+hs)\) instead of \(e^{-hs}\). For small \(hs\),
\begin{equation}
\frac1{1+hs}-e^{-hs}=\frac{(hs)^2}{2}+O\!\left((hs)^3\right),
\end{equation}
because the two series agree through first order and have second-order terms \((hs)^2\) and \((hs)^2/2\). After \(N=t/h\) steps the factor is
\begin{align}
(1+hs)^{-N}&=\exp[-N\ln(1+hs)]\nonumber\\
&=\exp\!\left[-st+\tfrac12s^2th+O(h^2)\right].
\end{align}
Expanding the small part of the exponent gives the error at fixed \(t\):
\begin{equation}
f_N-f(t)\simeq(f_0-f_\infty)e^{-st}\,\frac{s^2th}{2}.
\label{eq:error}
\end{equation}
The method is first order, and the numerical deviation decays too slowly. At \(t=1/s\) the relative error of the remaining deviation is about \(hs/2\). A one per cent target there asks for \(h\simeq0.02/s\), however safe a larger step may be.

If the rates really are constant over a step, the exponential solution costs little more and has no time-step error. Backward Euler is useful when the trap equation belongs to a larger system that is itself stepped by backward Euler, since \eqref{eq:be} is then the consistent elimination of \(f_1\).

\section{Implementation and cost}

Carrying the empty fraction \(g=1-f\) as well as \(f\) avoids subtracting nearly equal numbers when traps are almost full.

\begin{verbatim}
function trap_step(f0, g0, a, b, h):
    require h > 0, a >= 0, b >= 0
    D = 1 + h*(a + b)
    f = (f0 + h*a)/D
    g = (g0 + h*b)/D
    net_rate = (a*g0 - b*f0)/D
    return f, g, net_rate
\end{verbatim}

The last quantity is \((f_1-f_0)/h\), by \eqref{eq:increment}. Multiplied by the trap density, it is the net filling rate. If electrons alone are exchanged, the electron continuity equation must lose electrons at this same rate, or the discrete charge balance fails. In floating-point arithmetic the bound holds up to rounding. A larger excursion signals a bad input and should not be hidden by clipping.

Work and storage grow in proportion to the number of traps, and each update takes a few arithmetic operations. No matrix is needed while the rates are given. Coupling to the potential and carrier densities adds the cost of the device solver.

\section{Rates for an electron trap}

Take holes to be absent. With capture cross-section \(\sigma\), mean thermal speed \(v\) and free-electron density \(n\), the filling rate is \(a=\sigma vn\). The emission rate follows from equilibrium, where capture and emission balance:
\begin{equation}
b=\sigma vn\,\frac{1-f}{f}.
\end{equation}
For a nondegenerate band with edge \(E_c\), \(n=N_c e^{-(E_c-E_F)/kT}\). Fermi occupancy of an effective trap level \(E_T\) gives \((1-f)/f=e^{(E_T-E_F)/kT}\). The Fermi energy \(E_F\) cancels in the product:
\begin{equation}
b=\sigma vN_c e^{-E/kT},\qquad E=E_c-E_T .
\end{equation}
The effective depth \(E\) absorbs the degeneracy factor of the trap. For a parabolic band of mass \(m\),
\begin{equation}
N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2},\qquad
v=\left(\frac{8kT}{\pi m}\right)^{1/2}.
\end{equation}
The first is the Boltzmann-weighted integral of the density of states with two spins; the second is the mean speed of a Maxwell distribution.

\section{A stress and recovery cycle}

The example uses round parameters in the rough regime of a gallium nitride power transistor: \(T=300\) K, \(m=0.2\) electron masses, \(E=0.6\) eV and \(\sigma=10^{-15}\) cm\(^2\). The trap is acceptor-like, neutral when empty and negative when filled. During stress, leakage holds \(n=10^{12}\) cm\(^{-3}\) in the trap layer. The thermal speed is \(2.41\times10^7\) cm/s and \(N_c=2.24\times10^{18}\) cm\(^{-3}\), so
\begin{align}
a&=10^{-15}(2.406\times10^7)(10^{12})\ \mathrm{s^{-1}}\nonumber\\
&=2.406\times10^4\ \mathrm{s^{-1}},\\
b&=4.50\ \mathrm{s^{-1}} .
\end{align}
The filling time \(1/s\) is 42~\(\mu\)s, while the recovery time \(1/b\) is 0.22 s. Their ratio of about 5400 is the stiffness of the cycle.

Choose \(h=1\) ms during filling, so that \(ha=24.061\) and \(hb=0.0045\). From an empty trap, backward Euler gives
\begin{equation}
f_1=\frac{24.061}{1+24.061+0.0045}=0.960,
\end{equation}
and then 0.998. Forward Euler gives \(f_1=24.061\), followed by
\begin{equation}
24.061+24.061(1-24.061)-0.0045(24.061)\simeq-531 .
\end{equation}
The first explicit step already violates the bound, and the second shows the instability. The backward value is safe but not accurate as a picture of the transient: the exact deviation from \(f_\infty\) has shrunk by \(e^{-24}\), the numerical one by only \(1/25\).

A 50~\(\mu\)s forward step separates bound from stability. It is longer than the bound limit of 41.6~\(\mu\)s but shorter than the stability limit of 83.1~\(\mu\)s. The first three values are 1.203, 0.959 and 1.008. The run converges, yet it visits forbidden occupancies. Keeping the bound with equal forward steps takes at least 241 steps for the 10 ms stress; the backward run uses ten.

After the stress, backward Euler gives \(f=0.9998\). Let the layer hold \(10^{12}\) traps per cm\(^2\) and the channel \(8\times10^{12}\) electrons per cm\(^2\), and let each trapped electron remove one channel electron. The local loss of channel density is then
\begin{equation}
\frac{10^{12}\times0.9998}{8\times10^{12}}=12.5\% .
\end{equation}
The first forward value would leave \(-201\%\) of the channel density. This density loss measures local collapse; the terminal current also depends on geometry, velocity and bias.

For recovery, set \(n=0\), so \(a=0\). This assumes that a barrier not included in the model keeps channel electrons out of the trap layer. The potential of the trapped charge cannot do this alone, because it fades as the traps empty. After 0.2 s, twenty backward steps of 10 ms leave \(f=0.415\), against 0.407 from the exact solution. Equation~\eqref{eq:error} predicts an error of \(0.407\times0.0202=0.0082\), close to the actual 0.0081. A single forward step of 1 s from a full trap would give \(1-4.50=-3.50\), the opposite violation.

\section{When the rate depends on occupancy}

Trapped charge can repel the electrons that fill the remaining traps. Then \(a=a(f)\), and there are two ways to take a backward step. A lagged step freezes \(a(f_0)\); a coupled step uses \(a(f_1)\). The lagged step obeys the bound by the proof above. For the coupled step, assume that \(a(x)\) is nonnegative, continuous and nonincreasing on \([0,1]\), and that \(b\ge0\) is constant. Define
\begin{equation}
R(x)=x-f_0-h[a(x)(1-x)-bx].
\end{equation}
The product \(a(x)(1-x)\) has two nonnegative, nonincreasing factors, so it does not increase. The remaining part, \((1+hb)x\), strictly increases, and so does \(R\). Moreover,
\begin{equation}
R(0)=-f_0-ha(0)\le0,\quad R(1)=1-f_0+hb\ge0 .
\end{equation}
There is one root in \([0,1]\), and bisection finds it:

\begin{verbatim}
low = 0;  high = 1
while high - low > tolerance:
    x = (low + high)/2
    if R(x) > 0: high = x
    else:        low = x
f1 = (low + high)/2
\end{verbatim}

Each halving costs one evaluation of \(a(x)\) and gains one binary digit.

To size the effect, spread the traps evenly through a layer of thickness \(d=100\) nm next to the channel, which is taken as a grounded plane carrying the image charge, although off-state bias can deplete it. A charge sheet at distance \(x\) adds a potential proportional to \(x\) at the far side. The average distance is \(d/2\), so full traps produce a potential of magnitude
\begin{equation}
V=\frac{qN_sd}{2\varepsilon}=1.0\ \mathrm{V}
\end{equation}
for \(N_s=10^{12}\) cm\(^{-2}\) and relative permittivity 9. This is \(\beta=qV/kT=38.9\) thermal units. As a severe case, let the whole potential raise the barrier for injection:
\begin{equation}
a(f)=a_0e^{-\beta f},\qquad a_0=2.406\times10^4\ \mathrm{s^{-1}} .
\end{equation}

An accurate stiff integration gives \(f=0.225\) after 10 ms. Ten coupled steps give 0.219, but ten lagged steps give 0.922. The lagged run uses the empty-trap rate throughout its first step and jumps to 0.960. The filling rate then collapses, and slow emission removes little of the excess in the remaining 9 ms. Every value is between zero and one, and the answer is wrong by a factor of four.

The logarithmic character of this filling appears if emission and the factor \(1-f\) are dropped. Then \(e^{\beta f}df=a_0dt\), which integrates from an empty trap to
\begin{equation}
f(t)\simeq\frac{1}{\beta}\ln(1+\beta a_0t).
\end{equation}
At 10 ms this gives 0.235. The omitted terms both slow the filling, which accounts for the sign of the difference from 0.225.

\section{Relation to a real transistor}

The depth, cross-section and sheet densities are rough values for this class of device, not a fit to one. At an assumed drift speed of \(2\times10^7\) cm/s, the leakage corresponds to 3.2~\(\mu\)A per mm of width. Initial capture along a 1~\(\mu\)m stretch takes 1.2\% of it, so supply does not limit filling here. The drift speed is comparable to the thermal speed used in \(a\), and heating by the field can also change the cross-section, so the filling rate is only a rough estimate. The assumption of constant \(n\) matters: the severe barrier case lowers the density loss after the stress from 12.5\% to 2.8\%. If trapped charge can only reduce injection, 12.5\% is an upper estimate within the model. Real devices can also contain several trap levels, whose combined recovery need not be a single exponential.

Field and temperature alter the emission rate. An electron thermally raised to an energy \(W=kTu\) below the band edge can tunnel through the triangular barrier made by a field \(F\). Its semiclassical exponent is
\begin{align}
S(W)&=\frac2\hbar\int_0^{W/qF}\sqrt{2m(W-qFx)}\,dx\nonumber\\
&=\frac{4\sqrt{2m}\,W^{3/2}}{3\hbar qF}.
\end{align}
Weighting the tunnelling probability by the thermal gain \(e^u\) gives an estimated emission factor
\begin{equation}
1+\int_0^{E/kT}\exp[u-S(kTu)]\,du .
\end{equation}
It is about 5.5 at the assumed average stress field of 0.2 MV/cm. The field of fully charged traps is also 0.20 MV/cm, so early recovery near the channel could be faster by a similar factor. The cycle above omits this enhancement. Including it lowers the density loss of the barrier case from 2.8\% to about 2.6\%, and with the local field of the remaining trapped charge the mean occupancy after 0.2 s of recovery is about 0.2 instead of 0.41. At a local peak of 1 MV/cm the integral gives about \(5\times10^4\), which alone would lower the stationary filling to 0.1 if capture is left unchanged. At this field, however, the integrand is still rising at its upper limit, so direct tunnelling from the level, which the formula omits, takes over. For a zero-range well its rate is about \(qF\,e^{-S(E)}/(2\sqrt{2mE})\simeq3\times10^7\) s\(^{-1}\), over a hundred times larger, and the filling would fall to about \(10^{-3}\). The prefactor depends on the trap model. The example therefore does not describe traps at such a field peak. The average field is about 7\% of a rough 3 MV/cm breakdown field, which says nothing about the margin at the peak.

At 400 K, with depth, cross-section and leakage density held fixed, \(b\) rises to about 2600 s\(^{-1}\). Recovery then takes about 0.4 ms, and the stationary filling is 0.91. At 300 K, neglecting recapture requires a recovery density well below \(1.9\times10^8\) cm\(^{-3}\), where \(a=b\); any remaining leakage must be far smaller than during stress. Band degeneracy is negligible, since \(n/N_c\simeq4\times10^{-7}\), and so is thermal hole emission, which must bridge the remaining 2.8 eV of a rough 3.4 eV gap.

\section{Failure modes to check}

\begin{itemize}
\item \textbf{Negative rates.} Check carrier densities before the trap update. The bound has no force without nonnegative \(a\) and \(b\).
\item \textbf{Steps across a pulse edge.} Put step boundaries at switching times. If a step contains a filling pulse but uses the rate \(a=0\) found at its end, the pulse is missed entirely.
\item \textbf{Lagged feedback.} Compare \(a(f_0)\) with \(a(f_1)\) after the step. If they differ strongly, solve the coupled equation or shorten the step.
\item \textbf{Unresolved transients.} Repeat the run with half the step. Once the step is short enough to resolve both the transient and any change of the rates with occupancy, the error should nearly halve; an occupancy inside the bound is no substitute for this comparison. A small change on one halving does not show convergence either: the lagged run above moves only from 0.922 to 0.885 while the answer is 0.225, and its error begins to halve only at steps near 1~\(\mu\)s.
\end{itemize}

The numerical output lists the values for the cycle and for the neglected effects.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Temperature: 300 K
Effective mass / electron mass: 0.2
Effective trap depth: 0.6 eV
Capture cross-section: 1e-15 cm2
Leakage electron density: 1e+12 cm^-3
Trap sheet density: 1e+12 cm^-2
Channel sheet density: 8e+12 cm^-2
Trap layer thickness: 100 nm
Mean thermal speed: 2.4061e+07 cm/s
Band effective density: 2.2445e+18 cm^-3
Filling rate a: 24061 s^-1
Emission rate b: 4.4965 s^-1
Filling time 1/(a+b): 41.553 us
Recovery time 1/b: 0.2224 s
Filling/recovery rate ratio: 5352.1
Stress duration: 10 ms
Large filling step: 1 ms
Step times filling rate, h*a: 24.061
Backward f after step 1: 0.95993
Backward f after step 2: 0.99822
Forward f after step 1: 24.061
Forward f after step 2: -530.92
Forward bound limit in filling: 41.561 us
Forward stability limit: 83.107 us
Forward f, 50 us steps 1-3: 1.20305, 0.95850, 1.00821
Backward f after stress: 0.99981
Channel loss after stress: 12.498 %
Channel left by forward step 1: -200.76 %
Recovery time followed: 0.2 s
Recovery step: 10 ms
Recovered f, backward Euler: 0.41484
Recovered f, exact solution: 0.40678
Forward f, one 1 s recovery step: -3.4965
Backward f for h*a=1, h*b=-0.5, f0=1: 1.3333
Relative permittivity: 9
Full trapped-charge field: 0.20106 MV/cm
Full trapped-charge potential: 1.0053 V
Potential / thermal voltage, beta: 38.886
Barrier-limited f, stiff reference: 0.22461
Barrier-limited f, coupled 1 ms steps: 0.21905
Barrier-limited f, lagged 1 ms steps: 0.92194
Barrier-limited channel loss: 2.8076 %
Average stress field: 0.2 MV/cm
Emission factor at stress field: 5.4884
Emission factor at trapped-charge field: 5.5343
Emission factor at 1 MV/cm: 47172
Filling limit at 1 MV/cm: 0.10188
Emission rate at 400 K: 2646.3 s^-1
Filling limit at 400 K: 0.91303
Density where recapture equals emission: 1.8688e+08 cm^-3
Assumed drift speed: 2e+07 cm/s
Leakage current per width: 3.2044 uA/mm
Charged stretch length: 1 um
Initial capture / leakage current: 1.203 %
Electron density / band density: 4.4554e-07
Hole emission for rough 3.4 eV gap: 4.9488e-37 s^-1
Stress / rough 3 MV/cm breakdown field: 0.066667
\end{verbatim}
